\section*{Knudsen Diffusivity in a Long Cylindrical Pore with Diffuse Walls}

Let a straight pore have a circular cross-section of diameter $d$ and radius $R=d/2$, with its axis along $z$. It holds a dilute gas of molecules of mass $m$ at temperature $T$. The number density is $n$, and $J$ is the number of molecules crossing a section per unit area and time towards positive $z$, averaged over the section. The diffusivity $D$ is defined by
\begin{equation}
J=-D\,\frac{dn}{dz}. \label{fick}
\end{equation}
The molecular speed $c$ has the normalized Maxwell distribution $P(c)\propto c^2e^{-mc^2/2kT}$, whose mean is
\begin{equation}
v=\int_0^\infty cP(c)\,dc=\sqrt{\frac{8kT}{\pi m}} .
\end{equation}
SI-based units are used, since electronic units are unnatural for a thermal gas.

The model rests on four assumptions. Molecules collide with the wall and not with one another, which requires a gas mean free path much longer than $d$. The pore is so long that its ends do not matter. A molecule that strikes the wall leaves it at once, without reaction. Finally, the wall is diffuse: the direction and speed of departure do not depend on those of arrival, and have the distribution with which an equilibrium gas would cross the wall surface. Since a molecule has a finite size, $d$ means the diameter open to its centre. Under these assumptions $D=dv/3$.

In an equilibrium gas of density $n$, the number crossing unit area per unit time with speed in $dc$ and direction in the solid angle $d\Omega$, at angle $\chi$ to the normal, is $n\,c\cos\chi\,P(c)\,dc\,d\Omega/4\pi$. The integral of $\cos\chi$ over a hemisphere is $\pi$, so the total is $nv/4$. A diffuse wall emits with this same distribution, the cosine law, but with a strength set by the local arrivals. We write the emission rate per area as $n_w(z)v/4$, which defines the wall density $n_w$.

In a steady state each wall element emits as many molecules as it receives. If $K(z-z')$ is the probability density for the axial displacement of one flight from wall to wall, then
\begin{equation}
n_w(z)=\int_{-\infty}^{\infty}K(z-z')\,n_w(z')\,dz'. \label{balance}
\end{equation}
The kernel is normalized, and it is even because the pore has mirror symmetry. Its second moment is finite, as shown below, and so is its first absolute moment. The linear profile $n_w=n_0+gz$ therefore solves \eqref{balance}: the constant is reproduced by normalization, and the linear part by the vanishing mean displacement.

Without collisions the phase-space density is constant along a free path. Consider a molecule at $z$ moving at angle $\theta$ to the axis, and let $s$ be the distance back along its path to the wall. It left the wall at $z-s\cos\theta$, so the density per volume, speed and solid angle is
\begin{equation}
\Phi=\frac{P(c)}{4\pi}\left[n_0+g\,(z-s\cos\theta)\right]. \label{phase}
\end{equation}
Integrated over speed and direction, the last term vanishes, because $s$ is the same for $\theta$ and $\pi-\theta$ while $\cos\theta$ changes sign. The gas density is thus $n=n_0+gz$ at every point of the section, and $g=dn/dz$.

For the flux, \eqref{phase} is multiplied by the axial velocity $c\cos\theta$. Now the constant terms vanish by symmetry and the gradient term survives:
\begin{equation}
J=-g\,v\,\langle s\cos^2\theta\rangle,
\qquad D=v\,\langle s\cos^2\theta\rangle . \label{gas}
\end{equation}
The brackets denote an average over isotropic directions and over points spread uniformly over the section. The minus sign has a plain origin: molecules moving towards positive $z$ come from smaller $z$, where the density is lower if $g>0$.

Let $\ell$ be the projection of $s$ on the cross-section, so that $s=\ell/\sin\theta$. For isotropic directions the weight of $\theta$ is $\tfrac12\sin\theta\,d\theta$, and $\ell$ does not depend on $\theta$. Hence
\begin{equation}
\langle s\cos^2\theta\rangle
=\langle\ell\rangle\,\frac12\int_0^\pi\sin\theta\,\frac{\cos^2\theta}{\sin\theta}\,d\theta
=\frac{\pi}{4}\langle\ell\rangle .
\end{equation}
To average $\ell$, fix one direction in the section; by rotational symmetry all give the same result. The chord at distance $b$ from the centre has length $2\sqrt{R^2-b^2}$. Along it $\ell$ runs from zero to the full chord length, and its integral is half the square of that length, $2(R^2-b^2)$. Therefore
\begin{equation}
\langle\ell\rangle=\frac{1}{\pi R^2}\int_{-R}^{R}2(R^2-b^2)\,db
=\frac{1}{\pi R^2}\,\frac{8R^3}{3}=\frac{8R}{3\pi}=\frac{4d}{3\pi}.
\end{equation}
The two factors combine to
\begin{equation}
D=v\,\frac{\pi}{4}\,\frac{4d}{3\pi}=\frac{d\,v}{3}. \label{main}
\end{equation}
The pore diameter takes the place that the mean free path has in an ordinary gas. The diffusivity does not depend on pressure, and at fixed $d$ it varies as $\sqrt{T/m}$.

The same result follows from the random walk of a single molecule. Describe a departure from the wall by the angle $\theta$ to the axis and the angle $\varphi$, measured in the cross-section from the inward normal. Then $\cos\chi=\sin\theta\cos\varphi$, and the cosine law $\cos\chi\,d\Omega/\pi$ becomes
\begin{equation}
w(\theta,\varphi)\,d\theta\,d\varphi=\frac1\pi\sin^2\theta\,\cos\varphi\,d\theta\,d\varphi,
\qquad 0<\theta<\pi,\quad |\varphi|<\frac{\pi}{2}. \label{cosine}
\end{equation}
The projected flight is a chord of length $d\cos\varphi$, so the flight has length $d\cos\varphi/\sin\theta$ and axial displacement $\zeta=d\cos\varphi\cos\theta/\sin\theta$. With averages over \eqref{cosine} marked by $w$,
\begin{align}
\langle s\rangle_w&=\frac d\pi\int_0^\pi\sin\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi
=\frac d\pi\cdot2\cdot\frac\pi2=d,\\
\langle \zeta^2\rangle_w&=\frac{d^2}{\pi}\int_0^\pi\cos^2\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi
=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}. \label{z2}
\end{align}
Emitted molecules have the speed distribution $cP(c)/v$, because fast molecules cross a surface more often. Their mean inverse speed is $\int P\,dc/v=1/v$, and since speed and direction are independent, the mean flight time is $d/v$. Successive flights are independent and have zero mean displacement, so after $N$ flights the mean square displacement is $2Nd^2/3$ and the mean elapsed time is $Nd/v$. Half their ratio is
\begin{equation}
D=\frac{\langle \zeta^2\rangle_w}{2\,d/v}=\frac{2d^2/3}{2d/v}=\frac{dv}{3}.
\end{equation}
The fourth moment of $\zeta$ contains $\int\cos^4\theta/\sin^2\theta\,d\theta$ and diverges, owing to flights nearly parallel to the axis. The second moment, which fixes $D$, is finite.

What these long flights do at a fixed time $t$ is seen from the velocity correlation $C(\tau)=\langle v_z(0)v_z(\tau)\rangle$ in the equilibrium gas. Integrating the velocity twice gives
\begin{equation}
\langle\Delta z^2\rangle=2\int_0^t(t-\tau)\,C(\tau)\,d\tau , \label{msd}
\end{equation}
so that $D=\int_0^\infty C\,d\tau$. A diffuse collision erases the memory of $v_z$. Hence molecules that have not yet hit the wall are the ones that contribute to $C$, each with $c^2\cos^2\theta$ for a time $s/c$. The integral is $\langle c\,s\cos^2\theta\rangle=v\langle s\cos^2\theta\rangle$, which is \eqref{gas} again.

At late times the survivors have $\sin\theta<\ell/(c\tau)$. Such directions form two narrow cones about the axis, which together fill a fraction $\ell^2/(2c^2\tau^2)$ of all directions. With $v_z^2\approx c^2$ this gives $C\approx\langle\ell^2\rangle/(2\tau^2)$. Along a chord the integral of $\ell^2$ is one third of the cubed chord length, so
\begin{equation}
\langle\ell^2\rangle=\frac{1}{\pi R^2}\int_{-R}^{R}\frac83(R^2-b^2)^{3/2}db
=\frac{8}{3\pi R^2}\cdot\frac{3\pi R^4}{8}=R^2=\frac{d^2}{4}.
\end{equation}
Thus $C\approx d^2/(8\tau^2)$, and the term $-2\int\tau C\,d\tau$ in \eqref{msd} yields
\begin{equation}
\langle\Delta z^2\rangle=2Dt-\frac{d^2}{4}\ln\frac{vt}{d}+O(d^2).
\end{equation}
The long flights leave a logarithm, which is negligible beside $2Dt$ once $t\gg d/v$. A simulation of random flights in three dimensions, which uses none of these averages, gives $D=0.331\,dv$ with a standard error of $0.004\,dv$.

The correlation integral also shows how much depends on the wall being diffuse. Suppose that a fraction $f$ of collisions is diffuse and the rest are specular. A specular reflection in a circular cylinder keeps the speed, the angle $\theta$ and the chord length, so every further flight lasts the same time $\mathcal T$ until a diffuse collision occurs. A gas molecule is on average halfway along its present chord and has $\mathcal T/2$ left. The mean number of specular hits before the first diffuse one is $\sum_{k\ge1}(1-f)^k=(1-f)/f$, and each adds a full $\mathcal T$. Hence
\begin{equation}
D_f=\langle v_z^2\mathcal T\rangle\left[\frac12+\frac{1-f}{f}\right]
=\frac{2-f}{2f}\,\langle v_z^2\mathcal T\rangle .
\end{equation}
For $f=1$ this must equal $dv/3$, which fixes $\langle v_z^2\mathcal T\rangle=2dv/3$, and so
\begin{equation}
D_f=\frac{2-f}{f}\,\frac{dv}{3}. \label{specular}
\end{equation}
As $f\to0$ nothing reverses the axial motion and $D_f$ diverges. For $f=0.5$ the formula gives $1.000\,dv$, three times the diffuse value, and the simulation gives $1.005\,dv$ with a standard error of $0.016\,dv$. The simulated values for both walls were tested against \eqref{specular} with a relative tolerance of 6\%.

A real pore has a finite length $L$. Let it join a gas of density $n_0$ on the left to a vacuum on the right, and let $W$ be the probability that a molecule entering on the left leaves on the right. The flux is $Wn_0v/4$. If \eqref{main} held from end to end with slope $-n_0/L$, then
\begin{equation}
W\frac{n_0v}{4}=\frac{dv}{3}\,\frac{n_0}{L}
\quad\Longrightarrow\quad W\to\frac{4d}{3L}. \label{long}
\end{equation}
This cannot hold for short pores, since it exceeds one when $L<4d/3$. The true $W$ requires the probability $F(u)$ that a molecule crossing one section with the cosine law also crosses a second section, at distance $ud$, before it hits the wall.

Both sections are flat discs whose rims lie on one sphere, of radius $\rho=\tfrac d2\sqrt{1+u^2}$. For two points of a sphere joined by a chord of length $q$, the chord makes the same angle $\chi$ with both normals, and $\cos\chi=q/2\rho$. A cosine emitter at the first point therefore reaches an area $dA$ at the second with probability
\begin{equation}
\frac{\cos^2\chi\,dA}{\pi q^2}=\frac{dA}{4\pi\rho^2},
\end{equation}
which is the same everywhere on the sphere. Behind each disc lies a cap of area $S=2\pi\rho(\rho-ud/2)$. The straight lines that pass through both discs are those that join the two caps, and free flight conserves the flux along them. Equating the two counts gives $(\pi d^2/4)F=S^2/(4\pi\rho^2)$, or
\begin{equation}
F(u)=\frac{4}{d^2}\left(\rho-\frac{ud}{2}\right)^2=\left(\sqrt{1+u^2}-u\right)^2 .
\end{equation}

Of the molecules that cross a disc, a fraction $-F'(u)\,du$ lands on the wall ring between $ud$ and $(u+du)d$, which has area $\pi d^2du$. In equilibrium the reverse traffic is equal. If $G(u)$ is the probability that a molecule leaving the wall crosses a section at distance $ud$ on one chosen side, then $\pi d^2\,du\,G=(\pi d^2/4)(-F')\,du$, and
\begin{equation}
G(u)=-\tfrac14F'(u).
\end{equation}
This reproduces \eqref{z2}. Since $G$ is the probability of a displacement beyond $ud$ on one side, the two sides give $\langle\zeta^2\rangle_w=2d^2\int_0^\infty2uG\,du$. Integration by parts turns this into $d^2\int_0^\infty F\,du$, and with $u=\sinh a$,
\begin{equation}
\int_0^\infty F\,du=\int_0^\infty e^{-2a}\cosh a\,da=\frac12\left(1+\frac13\right)=\frac23 .
\end{equation}

In the finite pore the relative wall density $a(x)=n_w/n_0$ at distance $x$ from the entrance collects direct arrivals from the left gas and arrivals from the rest of the wall:
\begin{equation}
a(x)=G\!\left(\frac xd\right)+\int_0^LK(x-y)\,a(y)\,dy,\qquad
K(x)=-\frac1d\,G'\!\left(\frac{|x|}{d}\right).
\end{equation}
The transmitted molecules come straight from the entrance or from the wall. A wall ring has area $\pi d\,dx$, which is $4\,dx/d$ times the entrance area, so
\begin{equation}
W=F\!\left(\frac Ld\right)+\frac4d\int_0^LG\!\left(\frac{L-x}{d}\right)a(x)\,dx .
\end{equation}
Numerical solution gives $W=0.109$, $0.0129$ and $0.00265$ for $L/d=10$, $100$ and $500$. Relative to $4d/(3L)$ these are $0.820$, $0.971$ and $0.993$: the long-pore formula is approached from below, and at $L/d=10$ the true transmission is 18\% smaller than the formula. In the interior of the longest pore, the flux divided by the density slope gives $D=0.3330\,dv$ with wall cells of length $0.05\,d$ and $0.3328\,dv$ in the limit of small cells, about 0.15\% below $dv/3$. The local law thus holds there, although the total flux is 0.7\% below \eqref{long}. The interior slope is accordingly smaller than $n_0/L$, by about 0.6\%, and the rest of the density drop lies near the ends, about 85\% of it within $25\,d$ of the two mouths.

In a porous dielectric exposed to a plasma, radicals can also be lost at the wall. Let each hit remove a radical with probability $\gamma\ll1$. The density then changes little over one flight, and the arrival rate per area is $nv/4$ to leading order. The wall area per pore volume is $\pi d/(\pi d^2/4)=4/d$, so the loss per volume is $\gamma nv/d$. In a steady state this equals $-dJ/dz$:
\begin{equation}
D\,\frac{d^2n}{dz^2}=\frac{\gamma v}{d}\,n,\qquad
n\propto e^{-z/\lambda},\qquad
\lambda=\sqrt{\frac{Dd}{\gamma v}}=\frac{d}{\sqrt{3\gamma}} . \label{depth}
\end{equation}
The speed cancels, because a faster radical diffuses faster but also hits the wall more often. A count of flights agrees: a radical starting from the wall makes on average $1/\gamma$ flights before it is lost, so its mean square displacement is $2d^2/(3\gamma)=2\lambda^2$, which is the second moment of the distribution $e^{-|z|/\lambda}/2\lambda$.

The exponential is a result of the diffusion equation and fails at great depth. For large $u$, $F\approx1/(4u^2)$ and $G\approx1/(8u^3)$, so the chance of a single long flight decreases only as a power of its length. Radicals carried by such flights, from the entrance or from the wall nearer to it, eventually outnumber an exponential. Over a moderate range the exponential serves well: for $\gamma=0.0001$ the wall balance with loss gives, between depths $60\,d$ and $120\,d$, a decay length of $57.8\,d$ with cells of length $0.1\,d$ and $57.7\,d$ in the limit of small cells, and \eqref{depth} gives $57.7\,d$. The local decay length drifts slowly with depth, from $57.1\,d$ near $20\,d$ to $57.9\,d$ near $180\,d$, and the power-law tail overtakes the exponential at about $700\,d$, or $12\lambda$.

As an example, take a radical of mass 16~u at 300~K in a pore with $d=2.0$~nm and $L=200$~nm, a gas pressure $p=10$~Pa, a collision cross-section $\sigma=0.5$~nm$^2$ and $\gamma=0.0001$. These are round model parameters. The mean speed is $v=630$~m/s, and
\begin{equation}
D=\frac{(2.0\times10^{-9}\,\mathrm m)(630\,\mathrm{m/s})}{3}=4.20\times10^{-7}\,\mathrm{m^2/s},
\end{equation}
or $3.63\times10^{-3}$ in atomic units of $\hbar/m_e$. If the other molecules are taken as fixed, a molecule meets about one of them when the volume swept by its cross-section holds one molecule, which gives a mean free path of about $kT/(p\sigma)=0.83$~mm. This is $4\times10^5$ pore diameters, so the neglect of gas collisions is well justified.

The time to spread over the pore length is
\begin{equation}
\frac{L^2}{2D}=\frac{(2.00\times10^{-7}\,\mathrm m)^2}{2\,(4.20\times10^{-7}\,\mathrm{m^2/s})}=47.6\,\mathrm{ns}.
\end{equation}
Most entering radicals soon leave again through the mouth. If wall loss were the only way out, the mean life of a radical would be $1/\gamma$ flights of duration $d/v$, that is $d/(\gamma v)\approx32$~ns, which is shorter than the spreading time. Accordingly the penetration depth, $\lambda=2.0\,\mathrm{nm}/\sqrt{0.0003}=115$~nm, is less than the pore length. Without loss, 1.29\% of the entering molecules would pass through the pore. With loss the fraction is 0.80\%, and the density at mid-pore is 30\% lower than without it. A wall that removes one radical in ten thousand hits therefore weakens the attack at depth noticeably, although at $L\approx1.7\lambda$ it does not confine it. A lighter or hotter radical would move faster but reach no deeper at the same $\gamma$.

As long as few of its wall hits lead to a reaction, a repair vapour obeys \eqref{main} with its own mass and accessible diameter. If its molecules rest on the wall for a mean time $\tau_s$ after each hit, the time per flight grows from $d/v$ to $d/v+\tau_s$, and the spreading of a molecule slows to
\begin{equation}
D_s=\frac{2d^2/3}{2(d/v+\tau_s)}=\frac{dv}{3}\,\frac{1}{1+v\tau_s/d}.
\end{equation}
The steady flux at a given gas-density gradient is unchanged, provided that the molecules do not move along the surface and cover too little of it to narrow the pore, because arrivals and departures still balance. At such low coverage, sticking thus delays the filling of a pore without altering its steady conductance. The same factor applies to the radical of the example, whose flight time $d/v$ is only 3.2~ps. With an attempt time $h/kT$, a binding energy of 0.1~eV gives $v\tau_s/d\approx2.4$ and one of 0.2~eV about 115, so the times of 47.6~ns and 32~ns are lower bounds for a wall that holds the radical, while $\lambda$ at given $\gamma$ is unchanged.

In a pore of 2~nm the range of the wall forces is not small compared with $d$, and the picture of straight flights between sudden collisions is then an idealization. Moreover, $D$ refers to the open section of one straight pore; a porous film also requires its porosity and the winding of its pores. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
REDUCED UNITS: lengths in d, speeds in v, D in d*v
Mean in-plane distance to wall: 0.424413 d
Polar average: 0.785398 (dimensionless)
D from gas-side average: 0.333333 d*v
Mean flight length: 1.00000 d
Mean flight time: 1.00000 d/v
Mean square axial flight: 0.66667 d^2
D from flight moments: 0.33333 d*v
Simulated D, diffuse fraction 1.0: 0.331 d*v
  standard error: 0.004 d*v
  formula (2-f)/(3f): 0.333 d*v
Simulated D, diffuse fraction 0.5: 1.005 d*v
  standard error: 0.016 d*v
  formula (2-f)/(3f): 1.000 d*v
L/d = 10: W = 0.10932 (probability)
  W divided by 4d/(3L): 0.820 (dimensionless)
L/d = 100: W = 0.01294 (probability)
  W divided by 4d/(3L): 0.971 (dimensionless)
L/d = 500: W = 0.00265 (probability)
  W divided by 4d/(3L): 0.993 (dimensionless)
D from interior of L/d = 500 pore: 0.3330 d*v
Penetration depth, wall balance: 57.8 d
Penetration depth, formula: 57.7 d
WORKED EXAMPLE
Pore diameter: 2.0 nm
Pore length: 200 nm
Temperature: 300 K
Radical mass: 16 u
Gas pressure: 10 Pa
Gas collision cross-section: 0.5 nm^2
Wall loss probability: 0.0001 (dimensionless)
Mean thermal speed: 630.1 m/s
Knudsen diffusivity: 4.200e-07 m^2/s
Knudsen diffusivity: 3.628e-03 atomic units
Gas mean free path estimate: 0.828 mm
Knudsen number: 4.14e+05 (dimensionless)
Diffusion time L^2/(2D): 47.6 ns
Transmission of this pore without loss: 0.01294
Radical penetration depth: 115.5 nm
\end{verbatim}
